# Solute Drift to an Edge Dislocation and the Two-Thirds Law

## From the misfit potential to the captured amount

Suppose that the solute reaching a dislocation is estimated from the random-walk length \(\sqrt{Dt}\), where \(D\) is the diffusivity and \(t\) the time. The line then collects from an area of order \(Dt\), and the captured amount grows in proportion to time. The numerical factor is left open, and the estimate contains neither the elastic constants nor the size of the solute. As long as the pull of the stress field outweighs the random walk, and once the solute has drifted much farther than the radius of the dislocation core, the power of time is wrong as well: the amount then grows as \(t^{2/3}\), as shown below. What the estimate lacks is the drift of solute in the stress field.

**The stress field.** A straight edge dislocation lies along the \(z\) axis in an infinite, elastically isotropic solid with shear modulus \(G\) and Poisson ratio \(\nu\). Its Burgers vector has length \(b\) and lies along \(x\), and the extra half-plane is at \(y>0\). With \(r^2=x^2+y^2\) and \(\theta\) the polar angle from the \(x\) axis, consider the displacements

\[
u_x=\frac{b}{2\pi}\left[\theta+\frac{xy}{2(1-\nu)r^2}\right],
\]
\[
u_y=-\frac{b}{2\pi}\left[\frac{1-2\nu}{4(1-\nu)}\ln r^2+\frac{x^2-y^2}{4(1-\nu)r^2}\right].
\tag{1}
\]

A change of the length unit inside the logarithm adds a constant to \(u_y\), which is a rigid translation. On one turn about the line \(\theta\) grows by \(2\pi\) and every other term returns to its value, so \(u_x\) jumps by \(b\), as it must. It remains to be shown that the field is in equilibrium and that no net force acts on the line.

The derivatives needed are \(\partial_x\theta=-y/r^2\), \(\partial_y\theta=x/r^2\), and

\[
\partial_x\frac{xy}{r^2}=\frac{y(y^2-x^2)}{r^4},\qquad
\partial_y\frac{xy}{r^2}=\frac{x(x^2-y^2)}{r^4},
\]
\[
\partial_x\frac{x^2-y^2}{r^2}=\frac{4xy^2}{r^4},\qquad
\partial_y\frac{x^2-y^2}{r^2}=-\frac{4x^2y}{r^4}.
\tag{2}
\]

Inserting them in the strains \(\varepsilon_{xx}=\partial_xu_x\), \(\varepsilon_{yy}=\partial_yu_y\) and \(2\varepsilon_{xy}=\partial_yu_x+\partial_xu_y\), and bringing each to the denominator \(r^4\), we find

\[
\varepsilon_{xx}=-\frac{b\,y}{4\pi(1-\nu)r^4}\left[(3-2\nu)x^2+(1-2\nu)y^2\right],
\]
\[
\varepsilon_{yy}=\frac{b\,y}{4\pi(1-\nu)r^4}\left[(1+2\nu)x^2-(1-2\nu)y^2\right],
\]
\[
2\varepsilon_{xy}=\frac{b\,x(x^2-y^2)}{2\pi(1-\nu)r^4}.
\tag{3}
\]

In the shear strain the terms in square brackets before simplification are \(2(1-\nu)r^2+x^2-y^2-(1-2\nu)r^2-2y^2\). The two multiples of \(r^2\) combine to \(r^2\), and the sum is \(2(x^2-y^2)\).

There is no strain along \(z\). The dilatation is therefore the sum of the first two strains,

\[
e=\varepsilon_{xx}+\varepsilon_{yy}=-\frac{b(1-2\nu)}{2\pi(1-\nu)}\frac{y}{r^2},
\tag{4}
\]

which is negative above the slip plane, where the extra half-plane crowds the lattice. Hooke's law reads \(\sigma_{ij}=2G[\varepsilon_{ij}+\nu e\,\delta_{ij}/(1-2\nu)]\). With \(K=Gb/[2\pi(1-\nu)]\), the term in \(e\) adds \(-2\nu Ky/r^2\) to each normal stress. This cancels the \(\nu\) inside the brackets of (3), and

\[
\sigma_{xx}=-\frac{Ky(3x^2+y^2)}{r^4},\qquad
\sigma_{yy}=\frac{Ky(x^2-y^2)}{r^4},
\]
\[
\sigma_{xy}=\frac{Kx(x^2-y^2)}{r^4},\qquad
\sigma_{zz}=-\frac{2\nu Ky}{r^2}.
\tag{5}
\]

The in-plane stresses follow from one function, \(\chi=-\tfrac12Ky\ln r^2\), through \(\sigma_{xx}=\partial_y^2\chi\), \(\sigma_{yy}=\partial_x^2\chi\) and \(\sigma_{xy}=-\partial_x\partial_y\chi\). To see this, note that \(\partial_x\chi=-Kxy/r^2\), whose derivatives are given by (2), and that \(\partial_y^2\chi=-K(3y/r^2-2y^3/r^4)\), which is the first entry of (5). Equilibrium holds because derivatives commute: \(\partial_x\sigma_{xx}+\partial_y\sigma_{xy}=\partial_x\partial_y^2\chi-\partial_y\partial_x\partial_y\chi=0\), and likewise for the other component.

On a closed counterclockwise contour the outward normal times the line element is \((dy,-dx)\). The force components per unit length are then \(\oint d(\partial_y\chi)\) and \(-\oint d(\partial_x\chi)\). Both vanish, since \(\partial_x\chi\) and \(\partial_y\chi\) are single-valued. Thus (1) describes a dislocation without a line force. Any additional field caused by the structure of the core is left out.

**The potential.** The pressure is minus one third of the trace of the stress. From (5), \(\sigma_{xx}+\sigma_{yy}=-2Ky/r^2\), and with \(\sigma_{zz}\) the trace is \(-2(1+\nu)Ky/r^2\). Since \(y/r^2=\sin\theta/r\),

\[
p=\frac{Gb(1+\nu)}{3\pi(1-\nu)}\frac{\sin\theta}{r}.
\tag{6}
\]

Let \(w\) be the relaxation volume of a solute, the volume by which a body with a free surface grows when one solute is put into it. The pressure derivative of the enthalpy is the volume, so to first order in \(p\) a solute at pressure \(p\) costs an extra energy \(pw\). We assume that the solute strains the lattice equally in all directions, so that shear stress does no work on it to this order, and that \(p\) varies little across one atom. Then

\[
V=\frac{A\sin\theta}{r},\qquad
A=\frac{Gb(1+\nu)w}{3\pi(1-\nu)}.
\tag{7}
\]

We take \(w>0\). An oversized solute is repelled from the compressed side, \(y>0\), and attracted to the stretched side, \(y<0\). For \(w<0\) the two sides exchange roles and \(A\) is replaced by \(|A|\) below.

**The drift velocity.** Let \(c\) be the number of solutes per volume. A dilute solute has a flux due to its gradient and a flux due to the force, \(\mathbf J=-D\nabla c-Mc\nabla V\), with \(M\) the mobility. In thermal equilibrium \(c\propto e^{-V/kT}\), so \(\nabla c=-c\nabla V/kT\), and the flux must vanish. This requires \(M=D/kT\). Hence

\[
\mathbf J=-D\nabla c-\frac{D}{kT}\,c\,\nabla V .
\tag{8}
\]

We now drop the first term. This is the neglect of back-diffusion, and its price is found in the second half. The remaining flux is \(c\mathbf v\). With \(\beta=AD/kT\) and \(\nabla(y/r^2)=(-2xy,\;x^2-y^2)/r^4\),

\[
\mathbf v=\frac{\beta}{r^4}\,(2xy,\;y^2-x^2),\qquad
|\mathbf v|=\frac{\beta}{r^2}.
\tag{9}
\]

The speed follows from \((2xy)^2+(y^2-x^2)^2=r^4\). It depends on the distance alone, and the angle sets the direction.

Away from the line the flow is free of divergence. To see this, write \(y/r^2=\partial_y\ln r\). Since \(\nabla^2\ln r=r^{-1}\partial_r(r\,\partial_r\ln r)=0\), its derivative also has zero Laplacian, and \(\nabla\cdot\mathbf v=0\). Conservation of solute, \(\partial_tc+\mathbf v\cdot\nabla c+c\,\nabla\cdot\mathbf v=0\), then says that \(c\) is constant along each path. If the initial density is \(c_0\) everywhere, each moving solute stays in surroundings of density \(c_0\) until it arrives.

Let the line be a perfect sink: it keeps every solute that arrives, never fills, and has for the present no width. The number captured per unit length is then

\[
N(t)=c_0S(t),
\tag{10}
\]

where \(S(t)\) is the area of all starting points from which the line is reached within time \(t\). The problem has become one of geometry.

**Paths and travel times.** The function \(x/r^2\) has the gradient \((y^2-x^2,\,-2xy)/r^4\), whose scalar product with (9) is zero. It is therefore constant along a path. Setting it equal to \(1/(2R)\) for \(x>0\) gives \(x^2+y^2=2Rx\), a circle of radius \(R\) that passes through the line and has its centre on the \(x\) axis. The half-plane \(x<0\) is its mirror image. A point on the circle is

\[
x=R(1-\cos\phi),\quad y=-R\sin\phi,\quad r=2R\sin\frac{\phi}{2},
\tag{11}
\]

with \(0<\phi<2\pi\). Small \(\phi\) means a point just below the line. From (11), \(dx/dt=R\sin\phi\,d\phi/dt\), while (9) gives \(dx/dt=-2\beta R^2(1-\cos\phi)\sin\phi/r^4\). Because \(2R^2(1-\cos\phi)=r^2\),

\[
\frac{d\phi}{dt}=-\frac{\beta}{Rr^2}.
\tag{12}
\]

The angle decreases, so all solute enters from the stretched side. A solute that starts close above the line first moves away and then travels round its circle. Integrating (12) from the starting angle \(\phi\) down to zero gives the travel time

\[
T=\frac{R}{\beta}\int_0^{\phi}2R^2(1-\cos\phi')\,d\phi'
=\frac{2R^3}{\beta}(\phi-\sin\phi).
\tag{13}
\]

A whole circle empties in \(4\pi R^3/\beta\), the value at \(\phi=2\pi\). Large circles are slow both because they are long and because their outer parts lie where the force is weak.

**The swept area.** In the coordinates \((R,\phi)\) the area element has the factor

\[
\partial_Rx\,\partial_\phi y-\partial_\phi x\,\partial_Ry
=-R\cos\phi(1-\cos\phi)+R\sin^2\phi=R(1-\cos\phi).
\tag{14}
\]

At fixed \(R\), the integral of this factor from zero to the largest successful starting angle is \(R(\phi-\sin\phi)\) at that angle. By (13), \(\phi-\sin\phi\) has by then reached \(\beta t/(2R^3)\), unless the circle is already empty, when it is \(2\pi\). The two half-planes together give

\[
S=2\int_0^\infty R\,\min\!\left[2\pi,\frac{\beta t}{2R^3}\right]dR .
\tag{15}
\]

The two entries are equal at \(R_c=(\beta t/4\pi)^{1/3}\). Circles smaller than \(R_c\) contribute \(4\pi\int_0^{R_c}R\,dR=2\pi R_c^2\). Larger ones contribute \(\beta t\int_{R_c}^{\infty}R^{-2}dR=\beta t/R_c=4\pi R_c^2\). Two thirds of the captured solute has thus come from circles that are still delivering. The sum is \(6\pi R_c^2\), and \(6\pi/(4\pi)^{2/3}=3(\pi/2)^{1/3}\), so that

\[
N(t)=3\left(\frac{\pi}{2}\right)^{1/3}c_0\left(\frac{ADt}{kT}\right)^{2/3}.
\tag{16}
\]

The prefactor is 3.487. The power can be understood without the geometry. Pure drift to a sink of no width contains a single length, \(L=(\beta t)^{1/3}\), because \(\beta\) has the dimension of volume per time. An area must then be a number times \(L^2\). The area stays compact: by (9) the distance to the line cannot shrink faster than \(\beta/r^2\), so a captured solute started no farther away than \((3\beta t)^{1/3}\). The straight path from below attains this limit.

## The time window of the law, and nitrogen in iron

The second half uses these quantities. The potential is \(V=A\sin\theta/r\), the diffusivity is \(D\), and \(\beta=AD/kT\). Solute of initial density \(c_0\) drifts at speed \(\beta/r^2\) along circles of radius \(R\) through the line, with position given by \(r=2R\sin(\phi/2)\). With \(F(\phi)=\phi-\sin\phi\), the travel time to a line of no width is \(2R^3F(\phi)/\beta\), and the area element is \(R(1-\cos\phi)\,dR\,d\phi\). The swept area is \(S=3.487\,L^2\) with \(L=(\beta t)^{1/3}\), and \(N=c_0S\). Two further lengths now enter: the core radius \(r_0\), inside which a solute counts as captured, and the thermal length \(\ell=A/kT\), at which the largest value of \(|V|\) equals \(kT\).

**A core of finite size.** A circle with \(R>r_0/2\) leaves the core at the angles \(\phi_0\) and \(2\pi-\phi_0\), where \(\phi_0=2\arcsin(r_0/2R)\). Smaller circles lie wholly inside it. Solute outside the core starts between the two angles and is captured on reaching \(\phi_0\), after a time \(2R^3[F(\phi)-F(\phi_0)]/\beta\). Since \(F(2\pi-\phi_0)=2\pi-F(\phi_0)\), a circle can supply at most \(2\pi-2F(\phi_0)\) in place of \(2\pi\), and (15) becomes

\[
S_{\rm core}=2\int_{r_0/2}^{\infty}R\,\min\!\left[2\pi-2F(\phi_0),\,\frac{\beta t}{2R^3}\right]dR .
\tag{17}
\]

At very early times the second entry is the smaller one on nearly all circles, and \(S_{\rm core}\simeq\beta t\int_{r_0/2}^\infty R^{-2}dR=2\beta t/r_0\). This is linear in time. It agrees with the inflow through the core surface: the radial velocity is \(\beta\sin\theta/r^2\), and integrating its inward part over the lower half of the surface gives \((\beta/r_0)\int_0^\pi\sin\theta\,d\theta=2\beta/r_0\) per unit time.

At late times, when \(R_c>r_0/2\), compare (15) with (17) circle by circle. The difference is \(2\pi\) for \(R<r_0/2\), and \(2F(\phi_0)\) for \(r_0/2<R<R_c\). For \(R>R_c\) it lies between zero and \(2F(\phi_0)\). If it were \(2F(\phi_0)\) on all the larger circles, the total would be the area of the core itself, because \(RF(\phi_0)\,dR\) is the area that each end of a circle contributes inside the core. Therefore

\[
S_{\rm core}=S-\pi r_0^2+\eta,\qquad
0\le\eta\le4\int_{R_c}^{\infty}R\,F(\phi_0)\,dR .
\tag{18}
\]

For \(R\gg r_0\), \(\phi_0\simeq r_0/R\) and \(F(\phi_0)\simeq\phi_0^3/6\), so the upper bound tends to \(2r_0^3/(3R_c)\). It vanishes beside \(\pi r_0^2\) as \(r_0/L\) goes to zero. The late deficit is just the solute that was in the core from the start. Relative to \(S\), it falls as \((r_0/L)^2\).

**The neglected gradient flux.** If \(c\) varies over a distance \(r\), the two fluxes in (8) are of order \(Dc/r\) and \(\beta c/r^2\). Their ratio is \(Dr/\beta=r/\ell\), so drift rules near the line and diffusion rules far from it. To make this precise for the captured amount, let \(t\) be the total time, and measure lengths in units of \(L\) and running time \(s\) in units of \(t\). The gradient term acquires the factor \(Dt/L^2\). Since \(L^3=\ell Dt\), this factor is \(L/\ell\), and the full conservation law reads

\[
\frac{\partial c}{\partial s}
=\frac{L}{\ell}\nabla^2c+\nabla\cdot\left(c\,\nabla\frac{\sin\theta}{\rho}\right),\qquad \rho=\frac rL .
\tag{19}
\]

The two-thirds law therefore needs

\[
r_0\ll L\ll\ell,\qquad\text{or}\qquad
\frac{r_0^3}{\beta}\ll t\ll\frac{\ell^2}{D}.
\tag{20}
\]

The law belongs to intermediate times. The ratio of the two limiting times is \((\ell/r_0)^3\), which can look generous. But \(L\) grows only as \(t^{1/3}\), and \(L/\ell=(t/t_\ell)^{1/3}\) with \(t_\ell=\ell^2/D\). To hold \(L/\ell\) at 0.1 one must stop at \(t_\ell/1000\).

How much the gradient flux changes the result was found by solving (19) numerically. By symmetry one half-plane suffices. It was divided into cells with equal steps in \(\ln r\) and in angle, out to \(12L\). The flux between neighbouring cells was given the exponential form that vanishes for a Boltzmann distribution. No flux crossed the outer edge, \(c\) was zero at the core surface, and time was advanced by an implicit two-stage method. The captured amount is what is missing from the cells at the end. With the core held at \(r_0=0.2L\), the capture exceeds that of pure drift to the same core by 2.4 % at \(L/\ell=0.05\), by about 9 % at 0.2 and by 37 % at 0.8. Over this range the relative excess is nearly proportional to \(L/\ell\), with a factor of about 0.47. The factor depends on the core: at \(L/\ell=0.2\) it is 0.45 for \(r_0=0.1L\) and 0.61 for \(r_0=0.4L\).

The sign deserves attention, since the word back-diffusion suggests a loss. At a sink that never fills, the gradient flux raises the capture in these solutions. The captured amounts alone do not show by which route the additional solute arrives. A line that fills is a different case: solute gathered around it can then diffuse outward again, and (19) with an empty core surface does not contain this.

**Nitrogen in bcc iron.** Dissolved nitrogen that gathers at dislocations and hinders their motion is a cause of strain ageing in ferritic steel. The following inputs are rough typical values: \(G=80\) GPa, \(\nu=0.29\), \(b=0.248\) nm, \(T=300\) K, and one nitrogen atom per \(10^4\) iron atoms. The diffusivity is \(D=D_0e^{-Q/kT}\) with \(D_0=5\times10^{-3}\) cm\(^2\)/s and \(Q=0.80\) eV. The core radius is set at 0.5 nm, about two Burgers vectors.

A nitrogen atom stretches the lattice along one cube axis and slightly shrinks it along the other two. The assumed strains, per ratio of solute to iron atoms, are 0.90 and \(-0.05\). The cube edge is \(a=2b/\sqrt3\), and the volume per iron atom is \(\Omega=a^3/2=0.01174\) nm\(^3\). Hence

\[
w=(0.90-2\times0.05)\,\Omega=0.00939\ \text{nm}^3 .
\]

In suitable units \(G=499\) eV/nm\(^3\), and (7) gives

\[
A=\frac{499\times0.248\times1.29\times0.00939}{3\pi\times0.71}\ \text{eV nm}
=0.224\ \text{eV nm}.
\]

With \(kT=0.02585\) eV the thermal length is \(\ell=8.67\) nm. The diffusivity is \(1.82\times10^{-16}\) cm\(^2\)/s, or 0.0182 nm\(^2\)/s, so \(\beta=\ell D=0.158\) nm\(^3\)/s. The limits in (20) are \(r_0^3/\beta=0.8\) s and \(\ell^2/D\approx4100\) s.

After 100 s, \(L=(15.8)^{1/3}=2.51\) nm and \(S=3.487\times2.51^2\approx21.9\) nm\(^2\). The initial density is \(c_0=10^{-4}/\Omega=0.00852\) nm\(^{-3}\), and

\[
N=0.00852\times21.9\ \text{nm}^{-1}\approx0.187\ \text{nm}^{-1}=1.87\times10^{6}\ \text{cm}^{-1}.
\]

The table compares three levels of description at fixed temperature and core radius: the law (16), pure drift to the finite core by numerical integration of (17), and the solution of (19). Areas are \(N/c_0\) in nm\(^2\).

| \(t\) (s) | \(L/\ell\) | law | drift, core | full |
|---|---|---|---|---|
| 10 | 0.13 | 4.72 | 4.11 | 4.46 |
| 100 | 0.29 | 21.9 | 21.2 | 24.1 |
| 1000 | 0.62 | 101.8 | 101.0 | 128.3 |

At 10 s the law lies within 6 % of the full solution, but partly by cancellation: the core lowers the capture by 13 %, and the gradient flux raises it again by 8 %. At 100 s the full result is 10 % above the law, and at 1000 s it is 26 % above.

The full solution does not show the exponent 2/3 in this range. Between 10 and 100 s its mean logarithmic slope is 0.73, and between 100 and 1000 s it is again 0.73. The corresponding slopes for drift with a core are 0.71 and 0.68, from the fourth column. In the first decade the core accounts for most of the rise above 0.67, and in the second the gradient flux does. The near-constancy of 0.73 is thus the joint effect of two corrections and not a new power law. The values also depend on the assumed core radius: they are 0.71 and 0.72 for 0.25 nm, and 0.75 and 0.74 for 0.75 nm. A measured exponent somewhat above 2/3 would not by itself speak against the drift mechanism.

**Saturation and competing lines.** At 100 s the law gives \(0.187\times0.248=0.046\) nitrogen atoms per length \(b\) of line. If the line can hold about one per length \(b\), it is far from full. Extrapolated, the law reaches one at about \(10^4\) s, but this lies beyond \(\ell^2/D\), where the law has lost its basis. The full solution fills the line sooner: it gives 0.27 atoms per length \(b\) at 1000 s and about 0.8 at \(\ell^2/D\), so the sink that never fills is already doubtful for the last row of the table. Within this model the neglect of escape from the core is sound: the well at \(r_0\) is \(A/r_0=0.45\) eV deep, or \(17\,kT\). The depth itself is only a rough value, because (6) gives a pressure of about 7.6 GPa there, where linear elasticity is strained.

Cold-worked metal may have \(10^{14}\) m of dislocation line per m\(^3\), which means a spacing of about 100 nm. The area belonging to each line is then \(10^4\) nm\(^2\), of which 21.9 nm\(^2\), or 0.22 %, is drained at 100 s. Even at \(L=\ell\) the law would give only \(3.487\times8.67^2\approx260\) nm\(^2\), or 2.6 %. For these inputs, (16) describes the beginning of ageing and cannot describe the exhaustion of the solute.

**Strong force near the core.** The drift velocity is linear in the force, which requires a small energy change per atomic jump. For jumps of length \(a/2\) along the force, with forward and backward rates changed by the factors \(e^{\pm q}\) and \(q=\ell a/(4r^2)\), the true speed is the linear one times \(\sinh q/q\). The factor is 1.002 at \(r=L\) after 100 s, but 2.4 at the core radius. This matters little for the capture at 100 s, because the part of the path with a strong force is passed quickly in any case. At \(r=1\) nm the factor is only 1.07, and by (9) the straight path from there to the core surface takes \([(1\ \text{nm})^3-r_0^3]/(3\beta)\approx1.8\) s even at the linear speed.

**Comparison with real steel.** The assumed nitrogen content is about 25 parts per million by mass, which is an ordinary order of magnitude for steel, and the dislocation density suits moderate cold work. Real iron departs from the model in several ways, whose sizes can be estimated.

- **Elastic anisotropy.** The cubic shear moduli of iron are roughly 48 and 116 GPa. Since \(N\propto G^{2/3}\), using one or the other for \(G\) multiplies the amount by 0.71 or 1.28. This is a crude measure of the uncertainty and not a bound.
- **Directional misfit.** With unequal strains \(\lambda_{ij}\), the energy is \(-\Omega\sum_{ij}\lambda_{ij}\sigma_{ij}\), and shear stress also acts. The average over the three site orientations is still (7), because their strains add up to an isotropic one. For a Burgers vector along \([111]\) and \(y\) along \([1\bar10]\), the deepest well of a single orientation is 1.28 times \(A/r\). If the atom samples all three orientations in thermal equilibrium, its free energy \(-kT\ln\langle e^{-E/kT}\rangle\) at \(r=2.51\) nm has a well 1.06 times as deep as \(A/r\). The depth understates the effect, because the angular shape changes. On the slip plane, where (7) vanishes, the shear stress \(K/r\) gives two of the orientations the energies \(\mp0.25\) eV nm\(/r\), and the free energy at 2.51 nm is about \(-0.8A/r\). Solute is then drawn in from the sides as well, and pure drift in this free energy captures about 1.5 times as much at 100 s as drift in (7).
- **Diffusivity.** An error of 0.02 eV in \(Q\) changes \(D\) by \(e^{0.02/0.02585}\approx2.2\), and the amount by \(2.2^{2/3}\approx1.7\). For this assumed error the effect is of the same order as that of the directional misfit.

Nitrogen dissolved at this level is also supersaturated at room temperature, so nitrides may form and take up solute. That competition, and the atomic structure of the core, are not sized here. The estimates also treat every line as an edge dislocation. Deformed bcc iron contains many screw dislocations as well, which have no pressure field in linear isotropic elasticity. To first order in the stress they act on nitrogen through its directional misfit alone, but that attraction need not be weak near the line. The law (16) does not apply to them, and the drained fraction given above holds only for lines of edge character.

Temperature acts almost wholly through \(D\). The amount depends on \(\beta t\), so equal capture requires equal \(\beta t\). At 373 K, with the other inputs held fixed, the law gives the 100 s amount in 0.29 s. That is a statement about pure drift. The core correction is the same at equal \(L\), but the gradient correction is somewhat larger, because \(\ell\) has shrunk by the factor \(300/373\).

All numerical values are calculated from the stated model.
